# Mirror Symmetry and s-p Conversion in Uniaxial Films

A 100 nm film with the rough refractive indices of rutile lies on silica, its optic axis in the film plane. Light of wavelength 633 nm arrives at 60°, polarized in the incidence plane. With the axis turned 45° out of that plane, a fraction \(2.24\times10^{-3}\) of the incident power is reflected in the perpendicular polarization. At 1° the converted amplitude is \(0.00156-0.00031i\), and at −1° it is \(-0.00156+0.00031i\). At 0° it vanishes, although the film is as birefringent as before. Why does it vanish, and why does it change sign there?

## The setting

The incidence plane is \(xz\), and \(z\) points from air into the film, which fills \(0<z<d\). Fields vary as \(e^{-i\omega t}\), with \(k_0=2\pi/\lambda\) and \(\kappa=\sin\theta\), where \(\theta\) is the angle of incidence. The layers are flat and laterally uniform, so every field has the factor \(e^{ik_0\kappa x}\) and no dependence on \(y\). The film is passive, with magnetic permeability 1 and the local permittivity

\[
\varepsilon=\varepsilon_o I+\Delta\varepsilon\,cc^T,\qquad \Delta\varepsilon=\varepsilon_e-\varepsilon_o ,
\]

where \(c\) is the unit vector along the optic axis. This form excludes magneto-optic terms and natural optical activity. With \(H\) multiplied by the vacuum impedance, Maxwell's equations are

\[
\nabla\times E=ik_0H,\qquad \nabla\times H=-ik_0\varepsilon E .
\]

An s wave has \(E\) along \(y\). A p wave has \(E\) in the plane and \(H\) along \(y\); its reflected amplitude is counted positive when \(H_y\) is positive. The coefficient \(r_{sp}\) is the s amplitude reflected for unit p amplitude incident.

## What the mirror does to the fields

Let \(M=\mathrm{diag}(1,-1,1)\) reflect \(y\), and define \(E'(r)=ME(Mr)\). Differentiation with respect to \(y\) gives an extra minus sign, as does the component \(E_y\). Hence, with the right-hand sides taken at \(Mr\),

\[
\begin{aligned}
(\nabla\times E')_x&=\partial_yE'_z-\partial_zE'_y=-(\nabla\times E)_x,\\
(\nabla\times E')_y&=\partial_zE'_x-\partial_xE'_z=+(\nabla\times E)_y,\\
(\nabla\times E')_z&=\partial_xE'_y-\partial_yE'_x=-(\nabla\times E)_z .
\end{aligned}
\]

Together these say \(\nabla\times E'=-M(\nabla\times E)(Mr)\). The first Maxwell equation therefore keeps its form if \(H'(r)=-MH(Mr)\). The second becomes

\[
\nabla\times H'=M(\nabla\times H)(Mr)=-ik_0M\varepsilon E(Mr)=-ik_0(M\varepsilon M)E',
\]

because \(M^2=I\). The reflected fields thus solve the problem with permittivity \(M\varepsilon M\), that is, with optic axis \(Mc\). Air and substrate are isotropic and do not change.

For a p wave, \(E'=E\), and the two minus signs acting on \(H_y\) cancel, so the wave is even. For an s wave, \(E'=-E\) and \(H'=-H\), so it is odd. A pair of amplitudes (p, s) is therefore multiplied by \(\sigma=\mathrm{diag}(1,-1)\). If \(J(c)\) is the reflection matrix, incident amplitudes \(a\) give \(J(c)a\). In the mirrored problem \(\sigma a\) gives \(\sigma J(c)a\), and so

\[
J(Mc)=\sigma J(c)\sigma .
\]

The diagonal elements are unchanged and the off-diagonal ones change sign. The same holds in transmission.

## Why the reflected wave must share the symmetry

This argument needs the incident wave to determine the response. Suppose two responses existed for one incident wave. Their difference would have no incident wave. Its power flow along \(z\), up to a positive factor, is \(-\cos\theta(|r_p|^2+|r_s|^2)\) in air and is not negative in the substrate. Flow at \(z=0\) minus flow at \(z=d\) equals the absorption, which is not negative either. Thus

\[
-\cos\theta(|r_p|^2+|r_s|^2)-(\text{flow into substrate})=\text{absorption}\ge0 .
\]

The left side cannot be positive, so for \(\theta<90^\circ\) both amplitudes in air vanish. The tangential fields are then zero at \(z=0\). They obey linear first-order equations in \(z\), so they remain zero throughout, and the two responses agree.

## Which axes are symmetric

Subtracting the mirrored tensor leaves the elements that contain one index \(y\):

\[
(\varepsilon-M\varepsilon M)_{xy}=2\Delta\varepsilon\,c_xc_y,\qquad
(\varepsilon-M\varepsilon M)_{yz}=2\Delta\varepsilon\,c_yc_z .
\]

For \(\Delta\varepsilon\ne0\), both vanish if \(c_y=0\), so that the axis lies anywhere in the incidence plane, or if \(c_x=c_z=0\), so that it lies along \(y\). In the second case \(Mc=-c\), but \(c\) and \(-c\) give the same tensor. In both cases \(J=\sigma J\sigma\), which requires \(r_{sp}=-r_{sp}\) and \(r_{ps}=-r_{ps}\). Both are zero at any thickness, and so are their counterparts in transmission.

"Perpendicular to the incidence plane" must refer to the axis itself. An axis at azimuth 90° that also rises out of the film plane has \(c_yc_z\ne0\) and is not covered.

For an axis in the film plane, the mirror changes azimuth \(\varphi\) to \(-\varphi\). Hence \(r_{sp}(-\varphi)=-r_{sp}(\varphi)\), which is the sign change seen at ±1°.

## The source of conversion

Symmetry gives the zero but not the size of the signal beside it. Taking the curl of the first Maxwell equation gives \(\nabla\times\nabla\times E=k_0^2\varepsilon E\). With no \(y\) dependence, the \(y\) component of the left side is \(-\nabla^2E_y=-E_y''+k_0^2\kappa^2E_y\), where primes now denote \(d/dz\). Therefore

\[
E_y''+k_0^2(\varepsilon_{yy}-\kappa^2)E_y=-k_0^2\Delta\varepsilon\,c_y(c_xE_x+c_zE_z).
\]

The right side is proportional to the polarization along \(y\) driven by the field in the incidence plane. It has two contributions, one from \(E_x\) and one from \(E_z\).

Let \(u\) solve the equation without the source, for an incident s wave of unit amplitude. In air, with \(q=k_0\cos\theta\), it is \(u=e^{iqz}+r_ue^{-iqz}\). For an incident p wave, \(E_y=r_{sp}e^{-iqz}\) there. Multiply the equation for \(E_y\) by \(u\), that for \(u\) by \(E_y\), subtract and integrate:

\[
\big[uE_y'-u'E_y\big]_0^d=-k_0^2\Delta\varepsilon\,c_y\int_0^d u(c_xE_x+c_zE_z)\,dz .
\]

At \(z=d\) both functions continue into the same outgoing substrate wave, so the bracket vanishes. At \(z=0\) it is

\[
-iq(1+r_u)r_{sp}-iq(1-r_u)r_{sp}=-2iq\,r_{sp}.
\]

The left side is the upper value minus the lower one, \(+2iq\,r_{sp}\). Division by \(2iq\), with \(-1/i=i\), gives

\[
r_{sp}=\frac{ik_0\Delta\varepsilon\,c_y}{2\cos\theta}\int_0^d u\,(c_xE_x+c_zE_z)\,dz .
\]

Within the model this is not an expansion: \(E_x\) and \(E_z\) are the full fields, and \(u\) uses the actual \(\varepsilon_{yy}\). For twelve randomly drawn axes at 60°, it agreed with a direct solution of the coupled field equations to \(3\times10^{-16}\) in amplitude.

## What remains in the aligned film

The diagonal coefficients survive. For s waves the normalized normal wavenumber is \(\hat q_1=\sqrt{\varepsilon_{yy}-\kappa^2}\). For p waves, the \(z\) component of the second Maxwell equation gives \(E_z=-(\kappa H_y+\varepsilon_{xz}E_x)/\varepsilon_{zz}\). Inserting this into the other two p equations yields

\[
E_x'=ik_0(bH_y-gE_x),\qquad H_y'=ik_0(aE_x-gH_y),
\]

\[
a=\varepsilon_{xx}-\frac{\varepsilon_{xz}^2}{\varepsilon_{zz}},\quad b=1-\frac{\kappa^2}{\varepsilon_{zz}},\quad g=\frac{\kappa\varepsilon_{xz}}{\varepsilon_{zz}} .
\]

A common factor \(e^{-ik_0gz}\) removes \(g\). It is the same for waves going up and down, so it cancels over a round trip. What is left has impedance \(Z_1=\sqrt{b/a}\) and phase \(\beta=k_0d\sqrt{ab}\). Let \(r_{01}\) and \(r_{12}\) be the reflection coefficients of the upper and lower interfaces. Transmission in and out through the upper one contributes \(1-r_{01}^2\), so the sum over bounces is

\[
r=r_{01}+\frac{(1-r_{01}^2)r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}}
=\frac{r_{01}+r_{12}e^{2i\beta}}{1+r_{01}r_{12}e^{2i\beta}} .
\]

For p waves \(r_{01}=(Z_0-Z_1)/(Z_0+Z_1)\) with \(Z_0=\cos\theta\). For s waves wavenumbers replace impedances, and \(\beta=k_0d\hat q_1\).

In the example \(\varepsilon_o=6.656\), \(\varepsilon_e=8.237\) and \(k_0d=0.9926\). With the axis along \(x\), the s wave has \(\hat q_1=\sqrt{6.656-0.75}=2.430\) and \(\beta=2.412\). The interface coefficients are −0.659 and 0.348, and the formula gives \(r_{ss}=-0.682-0.196i\), a reflectance of 0.503. With the axis along \(y\) the s wave sees \(\varepsilon_e\), and its reflectance is 0.383. Both alignments are free of conversion, but they are optically different.

## First contribution: turning the axis in the film plane

Put \(c=(\cos\varphi,\sin\varphi,0)\). To first order in \(\varphi\), the integral may be evaluated with aligned fields, so \(r_{sp}\approx A\varphi\) with

\[
A=\frac{ik_0\Delta\varepsilon}{2\cos\theta}\int_0^d uE_x\,dz .
\]

At 60°, \(2\cos\theta=1\), and the prefactor is \(0.009926\times1.5805=0.01569\) nm⁻¹ times \(i\). The integral is \(-1.118-5.688i\) nm, so

\[
A=0.0892-0.0175i\ \text{per radian},\qquad |A|=0.0909 .
\]

One degree gives \(|r_{sp}|=1.59\times10^{-3}\) and a power fraction of \(2.5\times10^{-6}\).

At larger angles the product \(c_xc_y=\tfrac12\sin2\varphi\) suggests \(|A|^2\sin^2(2\varphi)/4\). At 45° this is \(2.07\times10^{-3}\), about 8% below the full value, because the fields also change with azimuth. In a scan with 0.5° steps the maximum lies at 46°.

The power alone is even in \(\varphi\) and does not tell on which side of alignment the axis lies. An analyzer turned by a small angle \(\alpha\) from the s direction passes the amplitude \(A\varphi+\alpha r_{pp}\). The difference between its signals at \(+\alpha\) and \(-\alpha\) is

\[
I(\alpha)-I(-\alpha)=4\alpha\varphi\,\mathrm{Re}(r_{pp}^*A).
\]

It is linear in \(\varphi\). With \(r_{pp}=0.0635+0.2052i\), the real part is 0.0021 per radian. The method fails where this real part vanishes, and the example lies close to such a point: the real part changes sign between 95 and 98 nm of thickness, and between 60° and 62° of incidence. Because it is small, a polarizer offset of 0.025° or an analyzer offset of 0.045° gives a difference signal as large as 1° of azimuth.

## Second contribution: tilting the axis out of the film

Now start from an axis along \(y\) and tilt it by \(\tau\) towards \(z\), so \(c=(0,\cos\tau,\sin\tau)\). The source is then \(E_z\). A tilt of 1° gives a power fraction of \(4.7\times10^{-9}\), some 500 times less than 1° of azimuth error from the \(x\) alignment.

To first order, \(E_z=-\kappa H_y/\varepsilon_o\), so the large permittivity weakens the source. The overlap can also be found in closed form. The two functions obey

\[
u''=-k_0^2(\varepsilon_e-\kappa^2)u,\qquad H_y''=-k_0^2(\varepsilon_o-\kappa^2)H_y .
\]

With \(W=(uH_y'-u'H_y)/k_0\), differentiation gives \(W'=k_0\Delta\varepsilon\,uH_y\). Hence \(\int_0^d uH_y\,dz=[W(d)-W(0)]/(k_0\Delta\varepsilon)\), and the factor \(\Delta\varepsilon\) cancels:

\[
r_{sp}\approx-\frac{i\kappa\tau}{2\varepsilon_o\cos\theta}\,[W(d)-W(0)] .
\]

The birefringence still enters through \(W(d)-W(0)\), which vanishes with it.

At the surface, \(u=1+r_{ss}\), \(u'=ik_0\cos\theta(1-r_{ss})\), \(H_y=1+r_{pp}\) and \(H_y'=ik_0\varepsilon_o\cos\theta(1-r_{pp})\). The coefficients for the axis along \(y\), \(r_{pp}=0.1399+0.1983i\) and \(r_{ss}=-0.5788-0.2201i\), give \(W(0)=1.190+0.182i\). Carrying both functions through the film with their sines and cosines gives \(W(d)=1.169+0.160i\). The difference has modulus 0.030, so \(|r_{sp}|=0.130\times0.030\,\tau=0.0039\,\tau\), in agreement with the 1° value.

Dividing 0.030 by \(k_0\Delta\varepsilon=0.01569\) nm⁻¹ gives an overlap \(\int_0^d uH_y\,dz\) of only 1.9 nm in modulus. Yet the integral of \(|uH_y|\) over the film is 43 nm, so contributions from different depths nearly cancel. The small signal thus has two causes: the weak \(E_z\), and a near cancellation of the overlap across the film. The second dominates. The integral of \(|uE_z|\) is 5.6 nm, against 13.7 nm for \(|uE_x|\) with the axis along \(x\), which accounts for a factor of 6 in power. The remaining factor of about 90 comes from the cancellation, since the overlap of \(u\) with \(E_x\) keeps 42% of its integral. The cancellation is not a symmetry. It depends on the indices and strongly on the thickness: the overlap is about 4% of the integral of \(|uH_y|\) here, but 54% in a 70 nm film. There the power ratio between azimuth error and tilt falls from some 500 to about 15, and even between 99 and 101 nm it runs from about 390 to 650. The angle matters less, and at 10°, 30°, 45° and 75° the ratio also stays below 9%. At a tilt of 30° the amplitude is \(2.8\times10^{-3}\), whereas the first-order law with \(\sin\tau\cos\tau\) in place of \(\tau\) would give \(1.7\times10^{-3}\).

## Weighing what the ideal film leaves out

**Grain misorientation.** Suppose the grains have an azimuth spread of 2° rms about \(x\) and their intensities add. The mean power fraction is \(|A|^2\langle\varphi^2\rangle\), or \(1.0\times10^{-5}\). The mean azimuth is symmetric, but intensities do not cancel as signed amplitudes would.

**Beam divergence.** A ray leaving the nominal plane by \(\delta\) has its own incidence plane, turned by \(\psi\approx\delta/\sin\theta\). Relative to that plane the axis has azimuth \(-\psi\), and the incident laboratory p field has an s part \(-\psi\cos\theta\). Projecting the reflected p field back onto \(y\) gives another factor \(-\psi\cos\theta\). The crossed amplitude is therefore

\[
-\psi\,[\cos\theta(r_{pp}+r_{ss})+A].
\]

For \(\delta=0.5^\circ\), \(\psi=0.0101\) and the bracket has modulus 0.220, so the crossed power is \(4.9\times10^{-6}\). The geometrical term \(\cos\theta(r_{pp}+r_{ss})\) alone would give \(9.7\times10^{-6}\), and the film's term \(A\) alone \(8\times10^{-7}\). Their amplitudes partly cancel here. Opposite rays have opposite amplitudes, but their powers add on a detector that collects both.

**Magnetization.** A magnetization \(m\) is an axial vector, which this mirror changes to \(-Mm=(-m_x,m_y,-m_z)\). A component along \(y\) is allowed, while components in the incidence plane break the symmetry. A field along \(z\) with an assumed Faraday rotation of 50 rad/m gives a fraction of \(2\times10^{-12}\).

**Optical activity.** Write \(D=\varepsilon E+i\chi H\) and \(B=H-i\chi E\). Since \(H'\) carries the extra minus sign, the mirror reverses \(\chi\), and an aligned axis no longer protects the film. Rutile has inversion symmetry and no natural optical activity. A rough quartz-like rotation of 20°/mm, put into this film for comparison, gives \(1.2\times10^{-11}\).

**Surface and back face.** Take a 2 nm isotropic surface layer, half void, whose permittivity is the mean of air's value and the film's orientational average. Added on top of the 100 nm film, it lowers the p and s reflectances by 3.5% and 2.5% of their values. If it replaces the top 2 nm of the film instead, it raises them by about 17% and 2%, because the dense film is then thinner. Without such a layer, incoherent light from the substrate's back face raises the two reflectances by about 5% and 9%. Neither converts s and p in the aligned film, since both respect the mirror.

For the sizes assumed here, grain spread and beam divergence matter far more to the null than the two gyrotropic effects. Surface and back face matter to the diagonal reflectances.

## The example beside a real film

The indices 2.58, 2.87 and 1.46 are inputs of the model, chosen to resemble crystalline rutile and silica at 633 nm; a porous film would have lower ones. The common in-plane axis is also an assumption, and it may fail. Amorphous silica defines no azimuth, so the example is better read as an oriented layer transferred onto silica than as a film deposited on it. If large grains had random in-plane azimuths and their intensities added, averaging the \(\sin^22\varphi\) estimate would give \(|A|^2/8\approx1.0\times10^{-3}\) at every setting (the full average is \(1.1\times10^{-3}\)), and the null would be lost. Grains much smaller than the wavelength add in amplitude instead. The odd function \(r_{sp}(\varphi)\) then averages to zero, and such a film shows a specular null at every setting without having any in-plane axis.

## A null need not mean alignment

Symmetry is sufficient for zero conversion but not necessary. Take principal indices 2 and 3, thickness \(\lambda/2\), normal incidence, and an in-plane axis at 45° to a fixed \(x\) direction. The single-pass phases are \(2\pi\) and \(3\pi\), so both round trips are multiples of \(2\pi\). Each principal wave is reflected as if the film were absent, and the reflected light is not converted. In transmission the two waves acquire opposite signs. Their sum, which would keep the polarization, vanishes, and their difference gives \(|t_{sp}|=2/(1+1.46)=0.813\).

A zero in reflection at one wavelength and angle therefore does not prove alignment. A symmetry zero survives changes of thickness, wavelength and angle of incidence, provided the axis stays in the incidence plane or perpendicular to it. The accidental one rests on two phase conditions, which a change of wavelength generally breaks.

## Calculated quantities

```
wavelength 633 nm, thickness 100 nm, incidence 60 deg
rough indices: n_o 2.58, n_e 2.87, substrate 1.46
eps_o 6.6564, eps_e 8.2369, difference 1.5805
k0 0.009926 1/nm, k0*d 0.9926
largest error of mirror law, general axes: 0.0e+00
largest error of overlap law, general axes: 3.2e-16
largest energy-balance error: 7.8e-16
largest conversion amplitude, aligned axes: 0.0e+00
largest Airy-formula error, aligned axes: 1.5e-15
smallest singular value, outgoing problem: 0.450
axis along x: r_pp +0.06353 +0.20522i  r_ss -0.68180 -0.19553i
axis along x: R_pp 0.04615, R_ss 0.50309
axis along y: r_pp +0.13989 +0.19830i  r_ss -0.57883 -0.22005i
axis along y: R_pp 0.05889, R_ss 0.38347
overlap integral of u*E_x, axis along x: -1.1182 -5.6877i nm
slope of r_sp at azimuth 0: +0.08923 -0.01754i per rad
its modulus: 0.09094 per rad, 1.587e-03 per deg
slope of r_sp at azimuth 90 deg: -0.09895 +0.00541i per rad
azimuth -45 deg: r_sp -0.04694 +0.00600i, R_sp 2.240e-03
azimuth -10 deg: r_sp -0.01531 +0.00295i, R_sp 2.429e-04
azimuth -1 deg: r_sp -0.00156 +0.00031i, R_sp 2.518e-06
azimuth +1 deg: r_sp +0.00156 -0.00031i, R_sp 2.518e-06
azimuth +10 deg: r_sp +0.01531 -0.00295i, R_sp 2.429e-04
azimuth +45 deg: r_sp +0.04694 -0.00600i, R_sp 2.240e-03
largest R_sp in 0-90 deg scan: 2.244e-03 at 46.0 deg
azimuth 90 deg, tilt 30 deg from surface: R_sp 7.766e-06
azimuth 90 deg, tilt 1 deg from surface: R_sp 4.687e-09
accidental case: indices 2 and 3, half-wavelength thick, 45 deg axis
  normal incidence: |r_sp| 1.1e-16, |t_sp| 0.8130, |t_pp| 2.8e-16
neglected effects, nominal axis along x:
  grain azimuth spread 2 deg rms, intensities added: R_sp 1.003e-05
  ray 0.5 deg out of plane, lab crossed signal: 4.927e-06
  assumed Faraday rate 50 rad/m, field along z: g 2.60e-05, R_sp 2.24e-12
  quartz-like activity 20 deg/mm (not rutile): chi 3.52e-05, R_sp 1.20e-11
  2 nm half-void surface layer: R_pp 0.04455, R_ss 0.49072, |r_sp| 0.0e+00
  with incoherent back-face light: R_pp 0.04833, R_ss 0.54679
```
